**Interdiffusion eigenvalues between tracer diffusivities**

For mole fractions $x_i$ and tracer diffusivities $D_i$, the eigenvalues $\lambda$ of an ideal alloy without vacancy wind satisfy $\sum_i x_i\prod_{j\ne i}(D_j-\lambda)=0$. The program asserts this identity symbolically for four components, and asserts strict interlacing for 120 random alloys of two to seven components whose matrices are built from the fluxes. It also asserts the cases of repeated diffusivities and of an absent component. In the four-component example the eigenvalues are 2.868, 5.324 and 12.81 µm²/h, between tracer values of 2, 4, 6 and 15 µm²/h. A nonlinear finite-volume calculation at small amplitude agrees with the sum of decaying modes after 10 h. Further estimates size vacancy wind, scarce sinks, non-ideal mixing, composition-dependent diffusivities and grain boundaries. The binary case with an eigenvalue of 112.7 µm²/h, above both tracer values, puts freely chosen diffusivities into Manning's flux formula; they exceed the bound that his random-alloy model sets, so the case is algebraic and does not represent an alloy of that model.

## Program and output

```python
"""Interdiffusion eigenvalues of an ideal substitutional alloy.

Result under test: with mole fractions x_i, tracer diffusivities D_i,
equilibrium vacancies and no vacancy wind, the eigenvalues lam satisfy
    sum_i x_i * product_{j != i} (D_j - lam) = 0
and one lies strictly between each pair of neighbouring distinct D_i.
Lengths are in micrometres and times in hours unless stated otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import null_space
from scipy.optimize import brentq


def lab_flux(x, D, gradient):
    """Number-fixed flux divided by the total concentration."""
    lattice_flux = -D * gradient
    return lattice_flux - x * lattice_flux.sum()


def matrix_from_fluxes(x, D, dependent=-1):
    """Apply unit gradients, each balanced by the dependent component."""
    n = len(x)
    dependent %= n
    kept = [i for i in range(n) if i != dependent]
    columns = []
    for j in kept:
        gradient = np.zeros(n)
        gradient[j], gradient[dependent] = 1.0, -1.0
        columns.append(-lab_flux(x, D, gradient)[kept])
    return np.array(columns).T


def real_eigenvalues(matrix):
    values = np.linalg.eigvals(matrix)
    assert np.max(np.abs(values.imag)) < 1e-7 * np.max(np.abs(values))
    return np.sort(values.real)


def secular_roots(x, D):
    """Roots of the secular polynomial, bracketed by distinct D values."""
    def polynomial(lam):
        return sum(x[i] * np.prod(np.delete(D, i) - lam)
                   for i in range(len(D)))
    ordered = np.sort(D)
    return np.array([brentq(polynomial, a, b, xtol=1e-13)
                     for a, b in zip(ordered[:-1], ordered[1:])])


def reduce_lattice_matrix(x, B):
    """Go from lattice-frame matrix B to independent lab-frame gradients."""
    lab = B - np.outer(x, B.sum(axis=0))
    return lab[:-1, :-1] - lab[:-1, [-1]]


def coupled_lattice_matrix(x, D, coupling):
    """Diagonal diffusion plus a rank-one vacancy-mediated coupling."""
    return np.diag(D) + coupling * np.outer(x * D, D) / np.dot(x, D)


# Symbolic determinant for four components
xs = list(sp.symbols("x1:4"))
ds = list(sp.symbols("d1:5"))
lam_s = sp.symbols("lam")
all_x = xs + [1 - sum(xs)]
sym_matrix = sp.Matrix(3, 3, lambda i, j:
                       (ds[i] if i == j else 0) - xs[i] * (ds[j] - ds[3]))
sym_polynomial = sum(all_x[i] * sp.prod([ds[j] - lam_s for j in range(4)
                                         if j != i]) for i in range(4))
sym_det = (sym_matrix - lam_s * sp.eye(3)).det(method="berkowitz")
assert sp.expand(sym_det - sym_polynomial) == 0

# Random alloys: roots, strict interlacing, invariants, symmetric form
rng = np.random.default_rng(7)
number_of_random_alloys = 0
for n in range(2, 8):
    for _ in range(20):
        x = rng.dirichlet(np.full(n, 3.0))
        D = rng.permutation(np.cumsum(rng.uniform(0.2, 3.0, n)))
        eig = real_eigenvalues(matrix_from_fluxes(x, D))
        ordered = np.sort(D)
        assert np.all(eig > ordered[:-1]) and np.all(eig < ordered[1:])
        assert np.allclose(eig, secular_roots(x, D), rtol=1e-8)
        other = real_eigenvalues(matrix_from_fluxes(x, D, dependent=0))
        assert np.allclose(eig, other, rtol=1e-8)
        assert np.isclose(eig.sum(), np.dot(1 - x, D))
        assert np.isclose(np.prod(eig), np.prod(D) * np.sum(x / D))
        plane = null_space(np.sqrt(x)[None, :])
        compressed = plane.T @ np.diag(D) @ plane
        assert np.allclose(eig, np.linalg.eigvalsh(compressed), rtol=1e-8)
        if n == 2:
            assert np.isclose(eig[0], x[0] * D[1] + x[1] * D[0])
        number_of_random_alloys += 1

# Repeated diffusivities and an absent component
x_rep = np.array([0.10, 0.20, 0.15, 0.25, 0.10, 0.20])
D_rep = np.array([2.0, 2.0, 2.0, 5.0, 5.0, 9.0])
matrix_rep = matrix_from_fluxes(x_rep, D_rep)
merged_roots = secular_roots(np.array([0.45, 0.35, 0.20]),
                             np.array([2.0, 5.0, 9.0]))
eig_rep = real_eigenvalues(matrix_rep)
assert np.allclose(eig_rep, np.sort(np.r_[2.0, 2.0, 5.0, merged_roots]))
assert np.linalg.matrix_rank(matrix_rep - 2 * np.eye(5), tol=1e-9) == 3
eig_absent = real_eigenvalues(matrix_from_fluxes(
    np.array([0.5, 0.5, 0.0]), np.array([1.0, 4.0, 9.0])))
assert np.allclose(eig_absent, [2.5, 9.0])

# Worked example: round parameters
T = 1300.0
x = np.array([0.30, 0.30, 0.20, 0.20])
D = np.array([2.0, 4.0, 6.0, 15.0])
wavelength = 40.0
k = 2 * np.pi / wavelength
anneal = 10.0
start = np.array([0.04, 0.0, 0.0, -0.04])
matrix = matrix_from_fluxes(x, D)
eig = real_eigenvalues(matrix)
modes = np.array([x / (D - value) for value in eig]).T
modes /= np.max(np.abs(modes), axis=0)
for value, mode in zip(eig, modes.T):
    assert abs(mode.sum()) < 1e-10
    assert np.allclose(-lab_flux(x, D, mode), value * mode, atol=1e-9)
weights = np.linalg.lstsq(modes, start, rcond=None)[0]
assert np.allclose(modes @ weights, start)


def modal_amplitudes(time):
    return modes @ (weights * np.exp(-eig * k**2 * time))


# Nonlinear conservation law with explicit Kirkendall drift
cells = 48
spacing = wavelength / cells
wave = np.cos(k * spacing * np.arange(cells))


def simulate(amplitudes, time, slope=0.0):
    def rate(_, flat):
        profile = flat.reshape(len(x), cells)
        right = np.roll(profile, -1, axis=1)
        face = 0.5 * (profile + right)
        gradient = (right - profile) / spacing
        local_D = D[:, None] * np.exp(slope * (face[-1] - x[-1]))
        drift = np.sum(local_D * gradient, axis=0)
        flux = -local_D * gradient + face * drift
        return (-(flux - np.roll(flux, 1, axis=1)) / spacing).ravel()
    initial = x[:, None] + amplitudes[:, None] * wave
    solution = solve_ivp(rate, (0, time), initial.ravel(), method="DOP853",
                         rtol=1e-8, atol=1e-11)
    assert solution.success
    return solution.y[:, -1].reshape(len(x), cells)


small = 0.01
small_profile = simulate(small * start, anneal)
simulated = 2 / cells * (small_profile @ wave) / small
# Second-order grid error is about (k*spacing)^2/12 of each decay rate.
assert np.max(np.abs(simulated - modal_amplitudes(anneal))) < 2e-3 * 0.04
slope = 2.0
large_profile = simulate(start, anneal, slope)
linear_profile = x[:, None] + modal_amplitudes(anneal)[:, None] * wave
nonlinear_error = np.max(np.abs(large_profile - linear_profile))

times = np.linspace(0, 60, 6001)
second = np.array([modal_amplitudes(t)[1] for t in times])
peak = np.argmax(np.abs(second))
assert 0 < peak < len(times) - 1

# Tracer correlation factor of fcc: reciprocal-space integral
neighbours = np.array([(a, b, c) for a in (-1, 0, 1) for b in (-1, 0, 1)
                       for c in (-1, 0, 1) if abs(a) + abs(b) + abs(c) == 2])
first = np.array([1, 1, 0])
mesh = 64
q = (np.arange(mesh) + 0.5) * 2 * np.pi / mesh
qx, qy, qz = np.meshgrid(q, q, q, indexing="ij")
structure = np.zeros_like(qx)
odd_sum = np.zeros_like(qx)
for r in neighbours:
    phase = r[0] * qx + r[1] * qy + r[2] * qz
    structure += np.cos(phase) / 12
    odd_sum += np.dot(r, first) / 2 * np.sin(phase)
mean_cos = -np.mean(np.sin(qx + qy) * odd_sum / (1 - structure)) / 12
f0 = (1 + mean_cos) / (1 - mean_cos)

# Same factor from an explicit vacancy walk absorbed at the tracer
box = 40
probability = np.zeros((box, box, box))
probability[tuple(first)] = 1.0
walk_cos = 0.0
for _ in range(160):
    walk_cos -= sum(probability[tuple(r)] * np.dot(r, first) / 24
                    for r in neighbours)
    probability = sum(np.roll(probability, tuple(r), axis=(0, 1, 2))
                      for r in neighbours) / 12
    probability[0, 0, 0] = 0.0
f0_walk = (1 + walk_cos) / (1 - walk_cos)
# The walk is truncated after 160 steps and the integral uses a finite mesh.
assert abs(f0 - f0_walk) < 1e-3

# Vacancy wind in Manning's random-alloy model
wind = (1 - f0) / f0
eig_wind = real_eigenvalues(reduce_lattice_matrix(
    x, coupled_lattice_matrix(x, D, wind)))
assert np.all(eig_wind > eig)
x_bin, D_bin = np.array([0.9, 0.1]), np.array([1.0, 100.0])
eig_bin = real_eigenvalues(matrix_from_fluxes(x_bin, D_bin))[0]
eig_bin_wind = real_eigenvalues(reduce_lattice_matrix(
    x_bin, coupled_lattice_matrix(x_bin, D_bin, wind)))[0]
assert eig_bin < D_bin.max() < eig_bin_wind

# Finite density of vacancy sinks (dislocations per square micrometre)
sink_density = 1.0
sink_weight = k**2 / (k**2 + sink_density)
eig_sink = real_eigenvalues(reduce_lattice_matrix(
    x, coupled_lattice_matrix(x, D, -sink_weight)))
# Check with the vacancy supersaturation kept as a dynamic variable.
tiny_fraction = 1e-6
mean_D = np.dot(x, D)
dynamic = np.zeros((5, 5))
dynamic[:4, :4] = k**2 * np.diag(D)
dynamic[:4, 4] = -k**2 * x * D - x * sink_density * mean_D
dynamic[4, :4] = -k**2 * D / tiny_fraction
dynamic[4, 4] = (k**2 + sink_density) * mean_D / tiny_fraction
slow = real_eigenvalues(dynamic)[1:4] / k**2
assert np.allclose(slow, eig_sink, rtol=1e-4)

# Non-ideal mixing: symmetric regular solution, energies divided by kT
kT = constants.k * T / constants.e
interaction = -0.05


def chemical_potentials(y):
    ratio = interaction / kT
    return np.log(y) + ratio * (0.5 * (1 + np.dot(y, y)) - y)


mixing_energy = (np.dot(x, np.log(x))
                 + interaction / kT * 0.5 * (1 - np.dot(x, x)))
assert np.isclose(np.dot(x, chemical_potentials(x)), mixing_energy)
columns = []
step = 1e-5
for j in range(3):
    direction = np.zeros(4)
    direction[j], direction[3] = 1.0, -1.0
    slope_mu = (chemical_potentials(x + step * direction)
                - chemical_potentials(x - step * direction)) / (2 * step)
    assert abs(np.dot(x, slope_mu)) < 1e-7
    lattice = x * D * slope_mu
    columns.append((lattice - x * lattice.sum())[:3])
eig_regular = real_eigenvalues(np.array(columns).T)

# Other rough sizes
formation_energy = 1.6
vacancy_fraction = np.exp(-formation_energy / kT)
grain_size, boundary_width, boundary_ratio = 200.0, 5e-4, 1e4
boundary_share = 3 * boundary_width / grain_size * boundary_ratio


def show(label, values, unit="", digits=4):
    text = " ".join(f"{v:.{digits}g}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


show("random alloys tested (2 to 7 components)", number_of_random_alloys)
show("repeated-D test, mole fractions", x_rep)
show("repeated-D test, D", D_rep, "um2/h")
show("repeated-D test, eigenvalues", eig_rep, "um2/h")
show("temperature", T, "K")
show("mole fractions x1..x4", x)
show("tracer D1..D4", D, "um2/h")
for row_number, row in enumerate(matrix, 1):
    show(f"interdiffusion matrix row {row_number}", row, "um2/h")
show("eigenvalues", eig, "um2/h", 5)
show("eigenvalues converted", eig * 1e-12 / 3600, "m2/s")
show("sum of eigenvalues", eig.sum(), "um2/h")
show("product of eigenvalues", np.prod(eig), "um6/h3", 5)
for number, mode in enumerate(modes.T, 1):
    show(f"mode {number}, components 1..4 (largest = 1)", mode)
show("wavelength", wavelength, "um")
show("mode decay times", 1 / (eig * k**2), "h")
show("slowest mode, time to 5 percent", np.log(20) / (eig[0] * k**2), "h")
show("initial amplitudes", 100 * start, "at.%")
show("anneal time", anneal, "h")
show("modal amplitudes after anneal", 100 * modal_amplitudes(anneal), "at.%")
show("simulated, small-amplitude limit", 100 * simulated, "at.%")
show("component 2 peak amplitude", 100 * second[peak], "at.%")
show("component 2 peak time", times[peak], "h")
show("fcc correlation factor, integral", f0)
show("fcc correlation factor, walk", f0_walk)
show("eigenvalues with vacancy wind", eig_wind, "um2/h")
show("vacancy-wind change", 100 * (eig_wind / eig - 1), "%", 3)
show("binary test, mole fractions", x_bin)
show("binary test, tracer D", D_bin, "um2/h")
show("binary eigenvalue without wind", eig_bin, "um2/h")
show("binary eigenvalue with wind", eig_bin_wind, "um2/h")
show("assumed regular-solution energy", interaction, "eV")
show("non-ideality change", 100 * (eig_regular / eig - 1), "%", 3)
show("assumed dislocation density", sink_density, "um^-2")
show("finite-sink change", 100 * (eig_sink / eig - 1), "%", 3)
show("assumed slope d(ln D)/d(x4)", slope)
show("largest nonlinear profile error", 100 * nonlinear_error, "at.%", 3)
show("assumed grain size", grain_size, "um")
show("assumed boundary width", 1000 * boundary_width, "nm")
show("assumed boundary/lattice D ratio", boundary_ratio)
show("grain-boundary addition to D", 100 * boundary_share, "%", 3)
show("assumed vacancy formation energy", formation_energy, "eV")
show("vacancy fraction", vacancy_fraction, "", 2)
print("done: every assertion held")
```

Running it gives:

```
random alloys tested (2 to 7 components): 120
repeated-D test, mole fractions: 0.1 0.2 0.15 0.25 0.1 0.2
repeated-D test, D: 2 2 2 5 5 9 um2/h
repeated-D test, eigenvalues: 2 2 3.584 5 7.966 um2/h
temperature: 1300 K
mole fractions x1..x4: 0.3 0.3 0.2 0.2
tracer D1..D4: 2 4 6 15 um2/h
interdiffusion matrix row 1: 5.9 3.3 2.7 um2/h
interdiffusion matrix row 2: 3.9 7.3 2.7 um2/h
interdiffusion matrix row 3: 2.6 2.2 7.8 um2/h
eigenvalues: 2.8684 5.3245 12.807 um2/h
eigenvalues converted: 7.968e-16 1.479e-15 3.558e-15 m2/s
sum of eigenvalues: 21 um2/h
product of eigenvalues: 195.6 um6/h3
mode 1, components 1..4 (largest = 1): -1 0.7674 0.1849 0.04772
mode 2, components 1..4 (largest = 1): -0.3048 -0.765 1 0.06982
mode 3, components 1..4 (largest = 1): -0.3044 -0.3735 -0.3221 1
wavelength: 40 um
mode decay times: 14.13 7.612 3.165 h
slowest mode, time to 5 percent: 42.33 h
initial amplitudes: 4 0 0 -4 at.%
anneal time: 10 h
modal amplitudes after anneal: 1.396 -0.7714 -0.3868 -0.2376 at.%
simulated, small-amplitude limit: 1.397 -0.7719 -0.3872 -0.2384 at.%
component 2 peak amplitude: -0.8362 at.%
component 2 peak time: 6.53 h
fcc correlation factor, integral: 0.7815
fcc correlation factor, walk: 0.7816
eigenvalues with vacancy wind: 2.932 5.391 13.71 um2/h
vacancy-wind change: 2.22 1.26 7.06 %
binary test, mole fractions: 0.9 0.1
binary test, tracer D: 1 100 um2/h
binary eigenvalue without wind: 90.1 um2/h
binary eigenvalue with wind: 112.7 um2/h
assumed regular-solution energy: -0.05 eV
non-ideality change: 13.2 10.3 9.48 %
assumed dislocation density: 1 um^-2
finite-sink change: -0.216 -0.119 -0.598 %
assumed slope d(ln D)/d(x4): 2
largest nonlinear profile error: 0.0137 at.%
assumed grain size: 200 um
assumed boundary width: 0.5 nm
assumed boundary/lattice D ratio: 1e+04
grain-boundary addition to D: 7.5 %
assumed vacancy formation energy: 1.6 eV
vacancy fraction: 6.3e-07
done: every assertion held
```
